# Space-charge-limited current in a trap-free low-k film

## Problem

An insulating film of thickness \(L=100\) nm and relative permittivity \(k=2.5\) lies between two flat electrodes. Electrons move through it with mobility \(\mu=10^{-6}\) cm²/Vs. The potential drop across the film is \(V=10\) V and the temperature is 300 K. The film has no traps and no carriers of its own, and the cathode supplies as many electrons as the film will accept.

(a) Estimate the steady current density from the charge the film can hold and the time an electron needs to cross it.

(b) Derive the current density when drift is the sole transport mechanism, evaluate it, and compare it with the estimate.

(c) Show that, at fixed mobility, electron traps that are neutral when empty cannot raise this current, and neither can a cathode of limited supply.

(d) Decide which assumptions matter most for a real interlayer dielectric.

**Conventions.** The algebra uses atomic units: \(e=\hbar=m_e=1\) and \(4\pi\varepsilon_0=1\), so the permittivity of the film is \(k/4\pi\). The coordinate \(x\) runs from the cathode at \(0\) to the anode at \(L\). \(F\) is the force on an electron towards the anode, \(n\) is the density of mobile electrons, and \(J\) is the magnitude of the current density. All three quantities are positive in ordinary forward drift, and \(V=\int_0^L F\,dx\). Numbers are given in engineering units.

## First estimate by scaling

The electrodes form a capacitor with capacitance \(k/(4\pi L)\) per area. The injected charge cannot greatly exceed the capacitor charge, because its own field would then push electrons back to the cathode. Hence

\[
Q\sim \frac{kV}{4\pi L}.
\]

In a typical field \(V/L\) an electron has speed \(\mu V/L\), so it crosses the film in

\[
t\sim\frac{L}{\mu V/L}=\frac{L^2}{\mu V}.
\]

The charge \(Q\) is replaced once per crossing, which gives

\[
J\sim\frac{Q}{t}=\frac{k\mu V^2}{4\pi L^3}.
\]

For the numbers, \(k/4\pi\) becomes \(k\varepsilon_0=2.5\times8.854\times10^{-14}=2.21\times10^{-13}\) F/cm. With \(L=10^{-5}\) cm, the charge is \(2.21\times10^{-13}\times10/10^{-5}=2.21\times10^{-7}\) C/cm² and the time is \(10^{-10}/10^{-5}=10^{-5}\) s. The estimate is therefore \(J\sim0.022\) A/cm².

The argument fixes the powers of \(V\) and \(L\). One factor of \(V\) comes from the charge and one from the speed. The numerical factor remains open, because the field is not uniform.

## Exact solution of the drift model

The current is carried by drift, and the injected electrons are the only charge in the film:

\[
J=\mu nF,\qquad \frac{dF}{dx}=\frac{4\pi n}{k}.
\]

The second equation is Poisson's equation. Its sign is positive because electrons lying between the cathode and \(x\) repel an electron at \(x\) towards the anode. In a steady state charge does not pile up anywhere, so \(J\) is the same at every \(x\).

Multiply Poisson's equation by \(2F\) and replace \(nF\) by \(J/\mu\):

\[
\frac{d(F^2)}{dx}=2F\frac{dF}{dx}=\frac{8\pi nF}{k}=\frac{8\pi J}{k\mu}\equiv A .
\]

The right-hand side is a constant. The boundary condition follows from the cathode: unlimited supply means that \(n(0)\) grows without bound while \(J\) stays finite, so \(F(0)=J/[\mu n(0)]\to0\). Therefore

\[
F(x)=\sqrt{Ax}.
\]

Integration over the film gives

\[
V=\sqrt A\int_0^L x^{1/2}dx=\frac23\sqrt A\,L^{3/2},
\qquad
V^2=\frac49AL^3=\frac{32\pi J L^3}{9k\mu}.
\]

Solving for \(J\) yields the Mott–Gurney law,

\[
\boxed{J_0=\frac{9k\mu V^2}{32\pi L^3}}
\]

In SI form, with \(k/4\pi\to k\varepsilon_0\), this is \(J_0=\tfrac98k\varepsilon_0\mu V^2/L^3\). The numbers give

\[
J_0=\frac98\times\frac{2.21\times10^{-13}\times10^{-6}\times10^2}{10^{-15}}
=0.0249\ \text{A/cm}^2 ,
\]

or \(1.05\times10^{-16}\) atomic units. Direct numerical integration of the two transport equations also gives 0.0249 A/cm².

### Field and charge inside the film

From \(V^2=\frac49AL^3\) we have \(A=9V^2/(4L^3)\), so

\[
F=\frac{3V}{2L}\sqrt{\frac xL},\qquad
n=\frac{k}{4\pi}\frac{dF}{dx}=\frac{3kV}{16\pi L^2}\sqrt{\frac Lx}.
\]

The mean field is 1.0 MV/cm and the field at the anode is 1.5 MV/cm. The density diverges at the cathode, but its integral is finite:

\[
Q=\frac{k}{4\pi}F(L)=\frac{3kV}{8\pi L},\qquad
\bar n=\frac QL=\frac{3kV}{8\pi L^2}.
\]

Here \(Q=0.332\) µC/cm² and \(\bar n=2.07\times10^{17}\) cm⁻³. The divergence comes from the assumption of unlimited supply. The treatment of diffusion below uses a finite density at the cathode instead.

## Comparison of estimate and solution

The exact crossing time is

\[
t=\int_0^L\frac{dx}{\mu F}
=\frac{2L}{3\mu V}\int_0^L\sqrt{\frac Lx}\,dx
=\frac{2L}{3\mu V}\,2L=\frac{4L^2}{3\mu V},
\]

which is 13.3 µs. The estimate was thus low by a factor \(3/2\) in the charge and low by \(4/3\) in the time. In the current these errors largely cancel:

\[
\frac{J_0}{k\mu V^2/(4\pi L^3)}=\frac{3/2}{4/3}=\frac98 .
\]

The powers agree fully. Halving the voltage at fixed thickness gives 0.0062 A/cm², a quarter of the current. Doubling the thickness at fixed voltage gives 0.0031 A/cm², an eighth.

The law has a low-voltage limit. Suppose that the film contains a density \(n_b\) of mobile electrons neutralized by fixed positive charge. At small \(V\) they carry an ohmic current \(\mu n_bV/L\). This equals \(J_0\) when

\[
n_b=\frac{9kV}{32\pi L^2}=\frac34\bar n ,
\]

which is about \(1.6\times10^{17}\) cm⁻³ at 10 V. The space-charge law requires a background well below this value. The required background falls in proportion to \(V\), so within the drift model any such background restores Ohm's law at low enough voltage. The drift model itself fails as \(V\) falls, because electrons also diffuse in from the contacts and can outnumber a weak background. This happens while \(V\) is still tens of thermal voltages: with the cathode density of \(10^{19}\) cm⁻³ used below, diffusion raises the current to \(1.5J_0\) at 2 V and to \(2.0J_0\) at 1 V.

## Why traps and a limited supply lower the current

Let traps hold an electron density \(n_t\ge0\), and let the cathode field be \(F(0)\ge0\). Trapped electrons contribute to the space charge but not to the current:

\[
\frac{dF}{dx}=\frac{4\pi(n+n_t)}k\ge\frac{4\pi n}{k}.
\]

Multiplication by the positive quantity \(2F\) gives \(d(F^2)/dx\ge 8\pi J/(k\mu)=A\). Integration from the cathode then gives

\[
F^2(x)\ge F^2(0)+Ax\ge Ax,\qquad
V\ge\frac23\sqrt{\frac{8\pi J}{k\mu}}\,L^{3/2}.
\]

Squaring the last inequality gives \(J\le J_0\). This answers (c). The proof assumes drift alone, constant mobility and no fixed positive charge.

**Limited supply.** Without traps, \(F^2=F_0^2+Ax\) with \(F_0=F(0)\), and

\[
V=\int_0^L\sqrt{F_0^2+Ax}\,dx=\frac{2}{3A}\left[(F_0^2+AL)^{3/2}-F_0^3\right].
\]

For \(F_0=0.5\) MV/cm, solving this equation at 10 V gives 0.0179 A/cm², which is 28% below \(J_0\). As \(F_0\) approaches \(V/L\), the field becomes uniform, and the space charge and the current both vanish.

**Filled deep traps.** Let a uniform density \(N\) of traps be completely filled. With no mobile electrons, \(F=4\pi Nx/k\), and the film already needs the voltage

\[
V_N=\int_0^L\frac{4\pi N x}{k}\,dx=\frac{2\pi NL^2}{k}.
\]

For \(N=10^{17}\) cm⁻³ this is 3.6 V. At 10 V, solving the transport equations with this trapped charge included gives 0.0137 A/cm², 45% below \(J_0\). A trap density of half \(\bar n\) is therefore already too large for the film to count as trap-free.

**Partly filled traps.** For \(N_t=10^{18}\) cm⁻³, \(V_N\) is ten times larger, about 36 V, so 10 V cannot fill all the traps. Let them lie \(E_t=0.5\) eV below transport states of density \(N_0=10^{21}\) cm⁻³, and let \(T\) denote the thermal energy, 0.02585 eV at 300 K. Measure energies from the transport level and let \(\zeta\) be the local Fermi level. Then \(n=N_0e^{\zeta/T}\), and the trap occupation, without spin factors, is

\[
\frac{n_t}{N_t}=\frac1{1+e^{(-E_t-\zeta)/T}}=\frac{1}{1+n_1/n},
\qquad n_1=N_0e^{-E_t/T}.
\]

If \(n\ll n_1\), then \(n_t=rn\) with \(r=N_t/n_1\). Poisson's equation acquires a factor \(1+r\), which acts like a division of \(k\) by \(1+r\), and

\[
J=\frac{J_0}{1+r}.
\]

Here \(n_1=3.98\times10^{12}\) cm⁻³ and \(r=2.5\times10^5\), so this law gives \(9.9\times10^{-8}\) A/cm². Solving with the full occupation formula gives \(1.4\times10^{-7}\) A/cm², which is 43% higher. The direction of the difference can be derived. The full formula obeys \(n_t=rn/(1+n/n_1)\le rn\), so the comparison argument above, with the inequality reversed and \(F(0)=0\), gives \(J\ge J_0/(1+r)\). The nearly-empty limit is indeed not reached: a charge density of order \(\bar n\) occupies about a fifth of the traps on average, and a larger share near the cathode, where the charge is densest.

At 373 K, with the mobility held fixed, the trapped current is \(6.3\times10^{-6}\) A/cm², 44 times its value at 300 K. The change comes from thermal release out of the traps.

## Diffusion and field-dependent mobility

The bound \(J\le J_0\) does not cover these two effects, and both raise the current in this example.

**Diffusion.** The density falls away from the cathode, so diffusion helps the electrons across. With the Einstein relation,

\[
J=\mu\left(nF-T\frac{dn}{dx}\right).
\]

Insert \(n=(k/4\pi)F'\), where a prime means \(d/dx\), and integrate once:

\[
\frac{4\pi J}{k\mu}=FF'-TF'',\qquad
\frac{4\pi J}{k\mu}x+C=\frac{F^2}{2}-TF'.
\]

Put \(F=-2Tu'/u\). Then \(F^2/2=2T^2u'^2/u^2\) and \(-TF'=2T^2(u''/u-u'^2/u^2)\). The squares cancel and leave a linear equation:

\[
u''=\left(\frac{2\pi J}{k\mu T^2}x+\frac{C}{2T^2}\right)u .
\]

With \(a^3=2\pi J/(k\mu T^2)\) and \(s=ax+s_0\), where \(s_0=C/(2T^2a^2)\), this becomes the Airy equation \(d^2u/ds^2=su\). We keep the decaying solution \(\mathrm{Ai}(s)\). An admixture of the growing solution would raise or lower the density in a layer next to the anode, depending on its sign. We assume an anode contact that creates no such layer. Since \(F=-2T(\ln u)'\),

\[
V=2T\ln\frac{\mathrm{Ai}(s_0)}{\mathrm{Ai}(s_0+aL)} .
\]

The constant \(s_0\) follows from the density at the cathode. With \(g=\mathrm{Ai}'/\mathrm{Ai}\) and \(dg/ds=s-g^2\),

\[
n(0)=\frac{k}{4\pi}F'(0)=\frac{kTa^2}{2\pi}\left[g^2(s_0)-s_0\right].
\]

For \(n(0)=10^{19}\) cm⁻³ and 10 V, the solution has \(s_0=-1.93\), \(aL=45.6\) and \(J=0.0281\) A/cm², 13% above \(J_0\). The excess depends on the chosen cathode density: it is 2% for \(10^{18}\) cm⁻³ and 16% for \(10^{20}\) cm⁻³.

The increase has a simple reading. For large \(s\), \(g\approx-\sqrt s\), so

\[
F\approx2Ta\sqrt{ax+s_0}=\sqrt{\frac{8\pi J}{k\mu}\left(x+\frac{s_0}{a}\right)} .
\]

This is the drift solution with its origin moved into the film by \(-s_0/a=(1.93/45.6)\times100\) nm, or 4.2 nm. A film thinner by this amount would carry \((100/95.8)^3\approx1.14\) times \(J_0\), close to the full result of 1.13.

Here \(V\) is the electrostatic drop between the film faces. If the two contacts have different built-in potentials, the applied voltage differs from it. The chosen \(n(0)\) occupies 1% of the transport states. Boltzmann statistics, and with them the Einstein relation used here, are then adequate if these states lie within an energy range narrow compared with \(T\). In a disordered film with a wider spread of energies, the relation can fail even at this occupation. The continuum description is also strained next to the cathode. At \(10^{19}\) cm⁻³ the screening length \(\sqrt{kT/(4\pi n)}\) is 0.6 nm, shorter than the mean electron spacing of 4.6 nm and than a 1 nm hop, and the Coulomb energy between neighbouring electrons is about \(5T\). The 13% therefore indicates the size of the effect only.

**Hopping.** A mobility as low as \(10^{-6}\) cm²/Vs suggests hops between localized states. For hops over a distance \(b\), the field lowers the forward barrier by \(bF/2\) and raises the backward one by the same amount. The net rate is proportional to \(e^{u}-e^{-u}=2\sinh u\), where now \(u=bF/(2T)\). Dividing by \(F\) and matching the low-field value \(\mu_0\) gives

\[
\mu(F)=\mu_0\frac{\sinh u}{u}.
\]

For \(b=1\) nm and 1 MV/cm, \(u=0.1/(2\times0.02585)=1.93\), and the mobility is 1.75 times \(\mu_0\). Constant mobility is thus a real restriction. The transport equations become

\[
L=\frac{k}{4\pi J}\int_0^{F(L)}\mu(F)F\,dF,\qquad
V=\frac{k}{4\pi J}\int_0^{F(L)}\mu(F)F^2\,dF,
\]

because \(dx=k\mu F\,dF/(4\pi J)\). With \(\mu_0\) kept at \(10^{-6}\) cm²/Vs, they give 0.0363 A/cm², or \(1.46J_0\). This ratio differs from 1.75 because the field runs from zero to its anode value and the profile itself changes.

## The real film

The permittivity and thickness are in the rough range of porous organosilicate interlayer films. The mobility is a round assumption, and \(J_0\) is proportional to it. The peak field is 0.3 of a rough breakdown field of 5 MV/cm, so immediate breakdown is not the first concern; slow wear-out is outside the model. The dissipated power is 0.25 W/cm². Even if all this heat crossed the film, with a rough thermal conductivity of 0.3 W/(m K), the temperature difference would be \(8\times10^{-4}\) K.

The most doubtful assumption is free injection. With a barrier \(\phi\) between the metal and the transport level, the equilibrium density at the cathode is \(N_0e^{-\phi/T}\). Requiring this to exceed \(\bar n\) gives

\[
\phi<T\ln\frac{N_0}{\bar n}=0.02585\times\ln\frac{10^{21}}{2.07\times10^{17}}=0.22\ \text{eV}.
\]

At this barrier the drift current is about 0.7 of \(J_0\); it comes close to \(J_0\) only when the cathode density is a few times \(\bar n\). The estimate neglects the image force. The energy \(-1/(4kx)-Fx\) has its maximum at \(x=1/(2\sqrt{kF})\), which lowers the barrier by \(\sqrt{F/k}\), or 0.24 eV at 1 MV/cm. With this lowering evaluated at the cathode field \(F_0\), the drift current is still 84% of \(J_0\) for \(\phi=0.35\) eV and 66% for \(\phi=0.40\) eV. The tolerable barrier is thus a few tenths of an eV. Barriers between metals and silica-like dielectrics are roughly several eV. For 3 eV, the cathode density, and with it the current, lies more than 40 powers of ten below the ideal case, even with the image lowering included. Tunnelling does not rescue the supply. In a uniform field the barrier is \(\phi-Fx\), and the tunnelling exponent for the free-electron mass is

\[
2\int_0^{\phi/F}\sqrt{2(\phi-Fx)}\,dx=\frac{4\sqrt2}{3}\frac{\phi^{3/2}}{F}.
\]

At 3 eV and 1 MV/cm it equals 355, a probability of about \(10^{-154}\). The exponent scales as the square root of the mass; for half the free-electron mass, closer to a silica-like dielectric, it is 251, a probability of about \(10^{-109}\). In this model, appreciable leakage through such a contact would need another path, such as defect states near the electrode.

The second doubtful assumption is the absence of traps, which in the 0.5 eV example changes the current by five powers of ten. Even that figure depends on the kind of trap. A centre that is positive when empty attracts the electron with energy \(-1/(kr)\). Along the force, the energy \(-1/(kr)-Fr\) has its maximum at \(r=1/\sqrt{kF}\), where it equals \(-2\sqrt{F/k}\). The escape barrier is lowered by \(2\sqrt{F/k}=0.48\) eV at 1 MV/cm, nearly the whole trap depth, and by 0.59 eV at 1.5 MV/cm, more than the depth. The trapping estimate above therefore does not apply to such centres. For neutral traps it assumes equilibrium occupation; if a strong field speeds up release from the traps more than capture, the current is higher than estimated.

The answer to (d) is that the contact, the traps and the assumed low-field mobility decide the order of magnitude of the current, while diffusion adds 13% at 10 V for the chosen cathode density, and more at lower voltage. The field dependence of hopping adds 46% for hops of 1 nm, but it grows steeply with the hop distance: for \(b=3\) nm at 1 MV/cm, the factor \(\sinh u/u\) is already almost 30, and the current at 10 V rises to about \(12J_0\). For longer hops it therefore belongs among the decisive assumptions. The value 0.025 A/cm² describes an ideal film with an ideal cathode and is not a forecast of leakage. The numerical output below lists the values of the main examples.

## Calculated quantities

```
Thickness: 100 nm
Relative permittivity: 2.5
Mobility: 1.0e-06 cm2/Vs
Voltage: 10.0 V
Temperature: 300 K
Thermal voltage: 0.02585 V
Ideal J, formula: 0.02490 A/cm2
Ideal J, numerical: 0.02490 A/cm2
Ideal J, converted: 1.0528e-16 a.u.
Ideal J at 5 V: 0.00623 A/cm2
Ideal J at 200 nm: 0.00311 A/cm2
Mean field: 1.000 MV/cm
Peak field: 1.500 MV/cm
Sheet charge: 0.3320 uC/cm2
Mean carrier density: 2.072e+17 cm^-3
Transit time: 13.333 us
Filled deep-trap density: 1.0e+17 cm^-3
Trap-filling voltage: 3.619 V
J with filled deep traps: 0.01366 A/cm2
0.5 eV case, trap depth: 0.50 eV
0.5 eV case, trap density: 1.0e+18 cm^-3
Transport-state density: 1.0e+21 cm^-3
Half-filling free density n1: 3.984e+12 cm^-3
Trapped/free ratio, empty limit: 2.510e+05
J, nearly-empty trap law: 9.922e-08 A/cm2
J, actual trap filling: 1.423e-07 A/cm2
Hot temperature: 373 K
J with traps, hot: 6.262e-06 A/cm2
Finite cathode field: 0.50 MV/cm
J with that cathode field: 0.01789 A/cm2
Hop distance: 1.0 nm
Mobility gain at mean field: 1.751
J with hopping mobility: 0.03630 A/cm2
J ratio, hopping/ideal: 1.458
Cathode density for diffusion: 1.0e+19 cm^-3
Cathode state occupation: 0.010
Airy start s0: -1.9333
Airy scaled length aL: 45.622
J with diffusion: 0.02810 A/cm2
J ratio, diffusion/ideal: 1.128
Coulomb-barrier lowering: 0.480 eV
Injection barrier limit: 0.219 eV
Rough tunnelling barrier: 3.0 eV
Tunnelling exponent: 354.9
log10 tunnelling probability: -154.1
Rough breakdown field: 5.0 MV/cm
Peak/breakdown field: 0.300
Rough heat conductivity: 0.30 W/(m K)
Heat per area: 0.2490 W/cm2
Heating bound across film: 8.30e-04 K
```
